# Zero-point and high-temperature gap shifts from phonon occupation in oxide films

## Definitions and conventions

Let \(E_0\) be the gap of the film with its nuclei at rest at their equilibrium positions. Let \(w=\hbar\omega\) be a phonon energy, \(k\) the Boltzmann constant, \(x=w/kT\), and

\[
n=\frac{1}{e^{x}-1}
\]

the Bose-Einstein occupation. The volume is held fixed, the phonons are harmonic, and carriers are so few that they do not alter the phonon occupation. The gap is the energy to add one electron plus the energy to add one hole, without their mutual attraction. Both are taken at fixed phonon numbers and then averaged over the thermal distribution. To lowest order in the coupling this average is a free energy, not the mean energy taken up in contact with a heat bath.

For a normal mode with mass-weighted coordinate \(Q\), define \(q=Q\sqrt{\omega/\hbar}\) and its dimensionless momentum \(p\). The mode Hamiltonian is \(w(p^2+q^2)/2\), with levels \(w(m+\tfrac12)\), \(m=0,1,2,\dots\), and \(q=(b+b^\dagger)/\sqrt2\) in terms of the ladder operators.

The result to be derived, for one effective phonon energy, is

\[
E(T)=E_0-a(1+2n). \tag{1}
\]

The parameter \(a\) is an energy. If \(a>0\), the gap shrinks on heating.

## First derivation: averaging the gap over nuclear positions

Assume that the electrons follow the nuclei adiabatically. Each nuclear configuration then has its own gap, which to second order in the displacements is

\[
E_g(q)=E_0+\sum_i b_iq_i+\frac12\sum_{ij}c_{ij}q_iq_j .
\]

The thermal average needs \(\langle q_i\rangle\) and \(\langle q_iq_j\rangle\). In level \(m\), \(q\) changes the phonon number by one, so \(\langle m|q|m\rangle=0\). For the square, only the products that restore the number survive:

\[
\langle m|q^2|m\rangle=\tfrac12\langle m|bb^\dagger+b^\dagger b|m\rangle
=\tfrac12[(m+1)+m]=m+\tfrac12 .
\]

The thermal mean of \(m\) follows from the geometric sum \(Z=\sum_m e^{-mx}=1/(1-e^{-x})\):

\[
\langle m\rangle=-\frac{d\ln Z}{dx}=\frac{e^{-x}}{1-e^{-x}}=n .
\]

Different modes are independent and have zero mean, so \(\langle q_iq_j\rangle=\delta_{ij}(n_i+\tfrac12)\). Therefore

\[
E(T)-E_0=\frac12\sum_i c_{ii}\left(n_i+\tfrac12\right)
=\frac14\sum_i c_{ii}(1+2n_i).
\]

With \(a_i=-c_{ii}/4\), each mode contributes \(-a_i(1+2n_i)\). If one energy \(w\) represents all modes, \(a=\sum_i a_i\) and equation (1) follows.

Statistics fixes the temperature dependence but not the sign of \(a\). For example, if a mode couples just the two band edges with strength \(gq\), the edges repel and the gap becomes \(\sqrt{E_0^2+4g^2q^2}\approx E_0+2g^2q^2/E_0\). Then \(c=4g^2/E_0>0\) and \(a<0\). Below, \(a>0\) is taken, as for a gap that falls on heating.

## Second derivation: emission and absorption of phonons

Now treat electrons and phonons together, without assigning a gap to each nuclear configuration. Let a carrier at its band edge couple by \(gq\) to a remote level that is free for it and lies higher in carrier energy by \(D>w\). Start with \(m\) phonons. The interaction leads to two intermediate states:

- With one phonon more, the squared matrix element is \(g^2(m+1)/2\), and the intermediate state lies higher by \(D+w\).
- With one phonon fewer, it is \(g^2m/2\), and the intermediate state lies higher by \(D-w\).

Second-order perturbation theory gives minus each squared matrix element divided by the energy difference. The result is linear in \(m\), so the thermal average replaces \(m\) by \(n\):

\[
\Delta E=-[A(n+1)+Bn],\qquad
A=\frac{g^2}{2(D+w)},\quad B=\frac{g^2}{2(D-w)}. \tag{2}
\]

If \(D\gg w\), both coefficients tend to \(g^2/(2D)\), and

\[
\Delta E\to-\frac{g^2}{2D}(1+2n).
\]

A linear term \(fq\) in the energy of the carrier's own level, taken alone, acts differently. Completing the square,

\[
\tfrac12wq^2+fq=\tfrac12w\left(q+\frac fw\right)^2-\frac{f^2}{2w},
\]

shows that the lattice relaxes around the carrier and lowers every level by \(f^2/2w\), whatever the temperature. Equation (1) does not contain this relaxation energy, and it is left out of the sum below.

The Hamiltonian may also contain a direct second-order term \(\tfrac12hq^2\) for the carrier. Its first-order shift is \(\tfrac12h(n+\tfrac12)=\tfrac14h(1+2n)\). The electron and hole energies add to the gap. If each carrier couples only to levels that are free for it, summing over both carriers and their remote levels gives equation (1) again, with

\[
a=\sum\frac{g^2}{2D}-\sum\frac h4 .
\]

A coupling across the gap, between a filled and an empty level, adds a term of the opposite sign: the carrier blocks a virtual transition that had lowered the energy of the filled ground state. The repelling band edges above are an example.

For free remote levels, \(a\) agrees with the first derivation. For fixed \(q\), the lower eigenvalue of the two-level problem is \(-g^2q^2/D\) to second order. With the direct term, the curvature is \(c=h-2g^2/D\), so \(-c/4=g^2/(2D)-h/4\).

## The two temperature limits

As \(T\to0\), \(n\to e^{-x}\to0\), so

\[
E(0)=E_0-a .
\]

The shift \(-a\) is the zero-point renormalization. It survives because the ground state has \(\langle q^2\rangle=\tfrac12\), not zero. The slope of the gap vanishes there, since \(n\) is exponentially small.

At high temperature, \(x\) is small. Expand the denominator of \(n\):

\[
n=\frac{1}{x(1+x/2+x^2/6+\cdots)}
=\frac1x\left[1-\frac x2+\left(\frac14-\frac16\right)x^2+\cdots\right]
=\frac1x-\frac12+\frac{x}{12}+\cdots .
\]

In \(1+2n\) the constant \(-1\) from the expansion cancels the zero-point \(+1\). Hence

\[
E(T)=E_0-\frac{2ak}{w}T-\frac{aw}{6kT}+\cdots . \tag{3}
\]

The asymptotic line has slope \(-2ak/w\) and meets \(T=0\) at \(E_0\), a distance \(a\) above the true gap at absolute zero. The zero-point shift is thus the distance between the gap at 0 K and the intercept of the asymptote, as long as the adiabatic result holds.

The approach to linearity follows from the local slope. Since

\[
\frac{dn}{dT}=\frac xT\frac{e^x}{(e^x-1)^2}=\frac{x}{4T\sinh^2(x/2)},
\]

dividing \(-2a\,dn/dT\) by \(-2ak/w\), and using \(w/k=xT\), gives

\[
\frac{dE/dT}{-2ak/w}=\frac{(x/2)^2}{\sinh^2(x/2)} . \tag{4}
\]

## Many modes in a disordered film

An amorphous film has a spectrum of vibrations. Let \(u\) be the vector of displacements, \(K\) the force-constant matrix, \(M\) the diagonal mass matrix and \(G\) the matrix of second derivatives of the gap. Rigid translations do not change the gap and are removed, so \(K\) can be inverted. The average shift is \(\tfrac12\mathrm{Tr}(G\langle uu^T\rangle)\).

Let \(e_\nu\) be the orthonormal eigenvectors of \(M^{-1/2}KM^{-1/2}\), with eigenvalues \(\omega_\nu^2\). Then \(u=\sum_\nu M^{-1/2}e_\nu Q_\nu\), and

\[
\langle Q_\nu^2\rangle=\frac{\hbar}{2\omega_\nu}(1+2n_\nu)
=\frac{kT}{\omega_\nu^2}+\frac{\hbar^2}{12kT}+\cdots .
\]

The sum of \(M^{-1/2}e_\nu e_\nu^TM^{-1/2}/\omega_\nu^2\) over modes is \(K^{-1}\). Without the factor \(1/\omega_\nu^2\) it is \(M^{-1}\), apart from a rigid translation, on which \(G\) gives zero. Thus

\[
E(T)-E_0=\frac{kT}{2}\mathrm{Tr}(GK^{-1})
+\frac{\hbar^2}{24kT}\mathrm{Tr}(GM^{-1})+\cdots .
\]

The leading term contains neither \(\hbar\) nor any mass: it is the classical result. Disorder changes the slope but adds no constant, so the asymptote still points to \(E_0\). The zero-point shift does depend on mass. At fixed \(K\) and \(G\), multiplying all masses by a common factor \(s\) divides every frequency by \(\sqrt s\). Since \(\langle u^2\rangle\) at 0 K scales as \(\hbar/(M\omega)\), this adiabatic shift scales as \(s^{-1/2}\).

Matching both limits with one effective energy requires

\[
w_{\rm eff}=\frac{\sum_\nu a_\nu}{\sum_\nu a_\nu/w_\nu}.
\]

A measured slope alone therefore does not determine the zero-point shift; an effective phonon energy is also needed. If \(a_\nu\) has both signs, the sums may nearly cancel and \(w_{\rm eff}\) may lose its meaning as a typical phonon energy.

## Where the extrapolation to the static gap fails

Equation (2) does not require \(A=B\). Inserting \(n=1/x-1/2+\cdots\) gives

\[
\Delta E=-(A+B)\frac{kT}{w}-\frac{A-B}{2}+\cdots,
\qquad \Delta E(0)=-A . \tag{5}
\]

The two main features survive: a finite shift at 0 K if \(A\ne0\), and linearity at high temperature if \(A+B\ne0\). The intercept, however, is \(E_0-(A-B)/2\). For a remote level, \((A-B)/(A+B)=-w/D\), a small correction when \(D\gg w\).

Polar coupling within one band is different, because the intermediate states begin at the band edge itself. Consider an electron of mass \(m_e^*\) in a parabolic band and longitudinal optical phonons of energy \(W\), with coupling \(M_q\) in volume \(V\). To find \(M_q\), place two static charges in the crystal. Displacing the oscillators lowers the energy by \(\sum_q|M_q|^2|\rho_q|^2/W\), where \(\rho_q\) is the sum of the two phase factors. Its cross term is \(-2|M_q|^2\cos(\mathbf q\cdot\mathbf r)/W\) for separation \(\mathbf r\). This must supply the difference between Coulomb interactions screened with the static constant \(\varepsilon_s\) and with the fast electronic constant \(\varepsilon_\infty\). Therefore

\[
|M_q|^2=\frac{e^2W\kappa}{2\varepsilon_0Vq^2},\qquad
\kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s}.
\]

For an electron initially at rest, emission leads to an energy difference \(\hbar^2q^2/2m_e^*+W\). Replace the sum over \(\mathbf q\) by \(V/(2\pi^2)\int q^2dq\), define \(r_p=\hbar/\sqrt{2m_e^*W}\), and set \(y=qr_p\):

\[
A=\frac{e^2\kappa}{4\pi^2\varepsilon_0r_p}\int_0^\infty\frac{dy}{y^2+1}
=\frac{e^2\kappa}{8\pi\varepsilon_0r_p}\equiv\alpha W .
\]

For absorption the denominator is \(y^2-1\). The energy shift is the principal value; the pole itself gives the level a lifetime. The antiderivative is \(\tfrac12\ln|(y-1)/(y+1)|\), so cutting out \(1-\delta<y<1+\delta\) gives

\[
\frac12\ln\frac{\delta}{2-\delta}-\frac12\ln\frac{\delta}{2+\delta}
=\frac12\ln\frac{2+\delta}{2-\delta}\to0 .
\]

Thus, for a parabolic band with no zone cutoff (a cutoff \(q_{\max}\gg1/r_p\) lowers \(A\) and \(B\) each by about \(2\alpha W/(\pi q_{\max}r_p)\)), \(B=0\) and \(\Delta E=-\alpha W(n_W+1)\), with \(n_W\) the occupation at energy \(W\). The zero-point shift is \(-\alpha W\), but by equation (5) the high-temperature intercept is \(-\alpha W/2\). In second order, the distance between intercept and true gap thus recovers half the zero-point shift. This requires the level width from absorption, \(2\alpha Wn_W\), to stay well below \(W\). On the high-temperature line \(n_W\) is about one or more, so the condition can hold there only if \(\alpha\ll1\).

## Worked example

Take the round model values \(E_0=3.200\) eV, \(a=80\) meV and \(w=40\) meV. The value of \(a\) must be shared by many modes. A curvature \(c\) changes a mode's level spacing to \(\sqrt{w(w+c)}\), so the gap at fixed phonon numbers follows equation (1) only if \(|c_{ii}|=4|a_i|\ll w\) for each mode. A single mode would need \(c=-320\) meV and would be unstable; the shift at 0 K is \(-111\) meV for 10 equal modes and \(-82\) meV for 100. The phonon temperature is \(w/k=464\) K. The edge wavelength is \(hc/E\).

| \(T\) (K) | \(n\) | Shift (meV) | Gap (eV) | Edge (nm) |
|---:|---:|---:|---:|---:|
| 0 | 0 | −80.0 | 3.120 | 397 |
| 300 | 0.270 | −123.3 | 3.077 | 403 |
| 600 | 0.856 | −217.0 | 2.983 | 416 |

For instance, at 300 K the shift is \(-80(1+2\times0.2704)=-123.3\) meV. The limiting slope is \(-2a/(w/k)=-160/464.2=-0.345\) meV/K. By equation (4), the local slope reaches 82% of this at 300 K and 95% at 600 K. Classical nuclei would give a shift of \(-103.4\) meV at 300 K and none at 0 K.

The line through the 300 K and 600 K gaps has slope \(-0.313\) meV/K and intercept 3.1705 eV. That is 29.5 meV below \(E_0\), but 50.5 meV above the gap at 0 K. Equation (3) explains the miss. A term \(-C/T\), with \(C=aw/(6k)\), shifts the intercept of a line through \(T_1\) and \(T_2\) by

\[
-\frac C{T_1}-\frac{T_1}{T_2-T_1}\left(\frac C{T_1}-\frac C{T_2}\right)
=-C\left(\frac1{T_1}+\frac1{T_2}\right).
\]

Here \(C=80\times464.2/6=6190\) meV K, which gives \(-31\) meV, close to the full result. Data that look straight over this range would therefore understate the zero-point shift by more than a third.

## Reading the gap from an absorption edge

For nuclei that have not yet relaxed around the new carriers, the linear terms \(b_iq_i\) leave the mean gap unchanged but spread it. For one mode with coefficient \(b\), the variance is \(s^2=b^2(n+\tfrac12)\). Suppose the absorption coefficient times photon energy follows \((E-E_g)^2\), and the nuclei are frozen during absorption. At a distance \(u\gg s\) above the mean gap, averaging gives \(u^2+s^2\). The square root has slope \(u/\sqrt{u^2+s^2}\), so its tangent reaches zero at

\[
u-\frac{u^2+s^2}{u}=-\frac{s^2}{u}
\]

relative to the mean gap. With \(b=60\) meV and \(u=500\) meV, \(s\) is 42.4 meV at 0 K and 69.9 meV at 600 K. The apparent gap is too low by 3.6 and 9.8 meV. A value of \(b\) this large presumes states confined to a few atoms; for extended states with local coupling \(\sum_i b_i^2\) falls as one over the number of atoms, and this model does not describe their broadening. Since \(s^2\propto1+2n\), this error has the same temperature dependence as equation (1) if \(u\) is kept fixed, and would then be absorbed into a fitted \(a\). If the photon energy of the tangent is fixed instead, \(u\) grows as the gap falls, and the error rises more slowly.

If the electron and hole stay in these states until the lattice has relaxed, their energy falls by \(b^2/2w\), here 45 meV for \(w=40\) meV. The absorption edge with frozen nuclei does not show this energy, so it should not be equated with the energy of relaxed carriers.

## The model beside real films

The parameters are meant for the rough regime of transparent amorphous oxide semiconductors used in display transistors, such as indium gallium zinc oxide, whose gap is roughly 3 eV. The values of \(a\) and \(w\) are choices of scale, not measurements. Such transistors work near room temperature, below the model's \(w/k\), so the asymptotic line is not reached in use.

The adiabatic assumption is a serious limitation. With rough values \(m_e^*=0.30\) electron masses, \(\varepsilon_\infty=4\), \(\varepsilon_s=10\) and \(W=60\) meV, \(\alpha=1.24\). The polar electron shift is then \(-74\) meV at 0 K, \(-82\) meV at 300 K and \(-108\) meV at 600 K. It rivals \(a\). The second-order formula extrapolates to an intercept lower by 37 meV, but only formally: at this \(\alpha\) the level becomes too broad before the straight line is reached. These numbers are only a scale: at 600 K absorption already gives the level a width \(2\alpha Wn_W=68\) meV, larger than \(W\), higher orders in the coupling are neglected, disorder blurs the momentum, and the hole and the electron-hole attraction are left out. If \(a\) is fitted to data, part of this shift is already in it and must not be added again.

Other omissions are estimated below for rough inputs. From 300 to 600 K the first two together lower the gap by 26 meV, as much as the polar term does over that range:

- **Thermal expansion.** A free film with linear expansion \(5\times10^{-6}\) K\(^{-1}\) and a gap change of \(-5\) eV per unit relative volume shifts by \(-5000\times3\times5\times10^{-6}\times300=-22.5\) meV from 300 to 600 K. The phonon term gives \(-93.8\) meV over the same range.
- **Phonon softening.** The same expansion, with Grüneisen parameter 2, lowers \(w\) by 0.9%. At fixed gap curvature \(a\propto1/w\), and the gap at 600 K falls by a further 3.8 meV.
- **Remote-level energy.** The intercept rises by \((\sum g^2/2D)\,w/D\). With \(D\) set to \(E_0\) and \(h=0\) this is \(aw/E_0=80\times40/3200=1\) meV. If \(a\) is a small difference of the two sums, the rise is larger: 10 meV for \(\sum g^2/2D=800\) meV.
- **Band filling.** At \(10^{18}\) electrons per cm\(^3\), the 0 K Fermi energy \(\hbar^2(3\pi^2N)^{2/3}/2m_e^*\) is 12 meV, with \(N\) the density. This assumes free electrons: with the mass and \(\varepsilon_s\) above, the density lies below the Mott estimate of about \(3\times10^{18}\) cm\(^{-3}\), so electrons from donors would be bound at low temperature (hydrogenic binding 41 meV). If the electrons stay free, filled states raise the optical threshold at low temperature by about the Fermi energy, but unscreened exchange among the same electrons lowers the states at the Fermi level by \(e^2k_F/(4\pi^2\varepsilon_0\varepsilon_s)=14\) meV, with \(k_F=(3\pi^2N)^{1/3}\). Filling alone therefore does not give the net shift. At 300 K this Fermi energy is below \(kT=26\) meV, and the states at the band edge are only about one fifth filled, so absorption there is weakened, not blocked.

## What each derivation assumes

Both derivations assume harmonic phonons, fixed volume and few carriers. They differ in what they ask of the electrons.

The first needs a gap defined at every nuclear configuration and a quadratic expansion over the thermal range of displacements. The levels may be strongly mixed at equilibrium, but the extra mixing caused by the displacements must be weak: for the two-level problem the relative error of the quadratic term starts at about three times the admixture \(g^2\langle q^2\rangle/D^2\). Its average equals the gap at fixed phonon numbers only if \(|c_{ii}|\ll w_i\) for each mode. It cannot show the effect of a finite phonon energy on the electronic response, because adiabatic motion has removed that energy from the start.

The second needs weak coupling and no resonance between the phonon and the remote level. In return it keeps emission and absorption apart. Their equality is what turns \(A(n+1)+Bn\) into \(a(1+2n)\), and hence what makes the high-temperature line point to the static gap. The finite zero-point shift and the linear high-temperature law need less: a nonzero \(A-h/4\) for the first, and a nonzero \(A+B-h/2\) for the second, as long as second order in the coupling holds.

Numerical values quoted here were computed with a short program.
